# Core-valence exchange in PAW for closed core shells

## 1. An s wave and an s core orbital

Take one atom with a single core orbital $\phi_c$ of s type, and two s-type functions $\phi_i,\phi_j$ that will later serve as partial waves for the valence electrons. All radial functions are real. In Hartree atomic units the exchange integral is

$$X_{ij}=\iint \frac{\phi_i^*(\mathbf r)\phi_c(\mathbf r)\,\phi_c^*(\mathbf r')\phi_j(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .$$

Write each function as $\phi(\mathbf r)=u(r)/(r\sqrt{4\pi})$. The four factors $1/\sqrt{4\pi}$ give $1/(4\pi)^2$, and the factors $1/r^2$ and $1/r'^2$ cancel those of the volume elements. What remains of the angular integral is the average of $1/|\mathbf r-\mathbf r'|$ over both directions. The generating function of the Legendre polynomials gives

$$\frac1{|\mathbf r-\mathbf r'|}=\sum_{k=0}^\infty\frac{r_<^k}{r_>^{k+1}}P_k(\cos\gamma),$$

where $\gamma$ is the angle between $\mathbf r$ and $\mathbf r'$, and $r_<,r_>$ are the smaller and larger radius. Every $P_k$ with $k>0$ averages to zero, so the average is $1/r_>$. With the Slater integral

$$R^k(ic,cj)=\int_0^\infty\!\!\int_0^\infty u_i(r)u_c(r)\frac{r_<^k}{r_>^{k+1}}u_c(r')u_j(r')\,dr\,dr'$$

the result is $X_{ij}=R^0(ic,cj)$.

**Limit.** Set $i=j=c$. Then $X_{cc}=\iint u_c^2(r)u_c^2(r')/r_>\,dr\,dr'$, the Coulomb energy of the charge density $|\phi_c|^2$ with itself, without the factor ½. The Hartree potential of that same orbital gives the same number with the opposite sign in the energy. An electron therefore does not interact with itself, as it should not.

## 2. The same s wave and a full p shell

Now let the core be a p shell, $\phi_{cm}=(u_c/r)Y_{1m}$, with one radial function for $m=-1,0,1$, and sum the exchange integral over $m$. The sum needs the addition theorem,

$$\sum_{m=-l}^{l}Y_{lm}(\hat r)Y^*_{lm}(\hat r')=\frac{2l+1}{4\pi}P_l(\cos\gamma).$$

Its reason is short. A rotation mixes the $Y_{lm}$ of one $l$ by a unitary matrix, so the left side does not change when both directions are rotated together, and it depends on $\gamma$ alone. Put $\hat r'$ on the $z$ axis, where $Y_{lm}$ vanishes for $m\neq0$ and $Y_{l0}=\sqrt{(2l+1)/4\pi}$. The remaining term is the right side.

For $l=1$ the sum is $3\cos\gamma/4\pi$. The two s waves supply another $1/4\pi$, so the weight of $R^k$ is 3 times the average of $\cos\gamma\,P_k(\cos\gamma)$ over directions:

$$3\cdot\frac12\int_{-1}^1 x\,P_k(x)\,dx=3\cdot\frac13\,\delta_{k1}=\delta_{k1}.$$

Hence $X_{ij}=R^1(ic,cj)$. The pair density of an s wave and a p orbital is a dipole, and $k=1$ is the dipole interaction.

**Limit.** Replace the Coulomb kernel by the constant 1, which has a $k=0$ part alone. The exchange integral becomes $\sum_m\langle\phi_i|\phi_{cm}\rangle\langle\phi_{cm}|\phi_j\rangle$, which is zero because s and p functions are orthogonal. The formula agrees: its $k=0$ weight is zero.

## 3. Any l and any closed shell

Let $\phi_i=(u_i/r)Y_{l_im_i}$, and let the core consist of full shells $(n_c,l_c)$. From here on

$$X_{ij}=\sum_c\iint \frac{\phi_i^*(\mathbf r)\phi_c(\mathbf r)\,\phi_c^*(\mathbf r')\phi_j(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' ,$$

with each spatial core orbital counted once. For one shell, the addition theorem and the Coulomb expansion give

$$\sum_{m_c}\frac{\phi_c(\mathbf r)\phi_c^*(\mathbf r')}{|\mathbf r-\mathbf r'|}=\frac{u_c(r)u_c(r')}{rr'}\,\frac{2l_c+1}{4\pi}\sum_k\frac{r_<^k}{r_>^{k+1}}\,P_k(\cos\gamma)P_{l_c}(\cos\gamma).\tag{1}$$

The product of two Legendre polynomials must be expanded in single ones, $P_kP_{l_c}=\sum_La_LP_L$. Since $\int_{-1}^1P_L^2\,dx=2/(2L+1)$,

$$a_L=(2L+1)\,T(L,k,l_c),\qquad T(L,k,l_c)=\frac12\int_{-1}^1P_LP_kP_{l_c}\,dx .$$

**The integral is a squared 3j symbol.** Consider the product space of three angular momenta $L,k,l_c$ and average the rotation operator over all rotations. The average is the orthogonal projector onto rotation-invariant vectors: a further rotation leaves it unchanged, it leaves invariant vectors alone, and it is Hermitian because each rotation enters with its inverse. There is at most one invariant direction, since $k$ and $l_c$ couple to total $L$ at most once, and $L$ with $L$ couples to zero once. The 3j symbols are, by definition, the components of the normalized invariant vector. The diagonal element of the projector for all $m=0$ is therefore the squared symbol.

The same element can be computed directly. Rotating $Y_{l0}$ so that its axis points along $\hat n$, at angle $\beta$ to $z$, gives $\sqrt{(2l+1)/4\pi}\,P_l(\hat r\cdot\hat n)=\sqrt{4\pi/(2l+1)}\sum_mY_{lm}(\hat r)Y_{lm}^*(\hat n)$. Its overlap with $Y_{l0}$ is $\sqrt{4\pi/(2l+1)}\,Y_{l0}(\hat n)=P_l(\cos\beta)$. The average of three such factors is $\frac12\int P_LP_kP_{l_c}\,dx$. Thus

$$T(L,k,l_c)=\begin{pmatrix}L&k&l_c\\0&0&0\end{pmatrix}^2 .$$

**Back to the kernel.** Insert the expansion in (1). The factor $(2L+1)P_L/4\pi$ is the right side of the addition theorem, now read backwards:

$$\sum_{m_c}\frac{\phi_c(\mathbf r)\phi_c^*(\mathbf r')}{|\mathbf r-\mathbf r'|}=\frac{u_cu_c'}{rr'}(2l_c+1)\sum_{k}\frac{r_<^k}{r_>^{k+1}}\sum_LT(L,k,l_c)\sum_MY_{LM}(\hat r)Y^*_{LM}(\hat r').$$

Multiply by $\phi_i^*(\mathbf r)\phi_j(\mathbf r')$ and integrate. The angular integrals are $\delta_{Ll_i}\delta_{Mm_i}$ over $\hat r$ and $\delta_{Ll_j}\delta_{Mm_j}$ over $\hat r'$. The radial volume elements cancel the powers of $r$ and $r'$. Summing over shells,

$$\boxed{X_{ij}=\delta_{l_il_j}\delta_{m_im_j}\sum_{n_cl_c}(2l_c+1)\sum_k\begin{pmatrix}l_i&k&l_c\\0&0&0\end{pmatrix}^2R^k(ic,cj)}\tag{2}$$

The matrix is diagonal in $l$ and $m$, and its value does not depend on $m$. It is not diagonal in the radial index: two partial waves with the same $l$ and $m$ are coupled. Real harmonics give the same result, because they follow from the complex ones by a unitary matrix within each $l$, which leaves $\sum_MY_{LM}(\hat r)Y^*_{LM}(\hat r')$ unchanged.

**Which k occur.** The integrand of $T$ has parity $(-1)^{l_i+k+l_c}$, so the sum of the three indices must be even. If one index exceeds the sum of the other two, its polynomial is orthogonal to their product. Hence $|l_i-l_c|\le k\le l_i+l_c$ in steps of two.

For a d wave and an s shell, $T=\frac12\int P_2P_k\,dx=\delta_{k2}/5$. For a d wave and a p shell, use $xP_2=(2P_1+3P_3)/5$:

$$T(2,1,1)=\frac25\cdot\frac13=\frac2{15},\qquad T(2,3,1)=\frac35\cdot\frac17=\frac3{35}.$$

Multiplied by $2l_c+1=3$, the weights are $2/5$ and $9/35$.

**Two limits.** The derivation holds for any kernel of the form $\sum_kw_k(r,r')P_k(\cos\gamma)$.

- For the constant kernel, $w_k=\delta_{k0}$ and $T(l_i,0,l_c)=\delta_{l_il_c}/(2l_c+1)$. The prefactor cancels, leaving $\delta_{l_il_c}\int u_iu_c\,dr\int u_cu_j\,dr$, the product of overlaps found directly from the definition.
- For a contact kernel $\delta(\mathbf r-\mathbf r')$, $w_k=\delta(r-r')(2k+1)/(4\pi r^2)$. Setting $x=1$ in $P_{l_i}P_{l_c}=\sum_k(2k+1)T(l_i,k,l_c)P_k$ gives $\sum_k(2k+1)T=1$. Formula (2) then becomes $\int u_iu_j\,(2l_c+1)u_c^2/(4\pi r^2)\,dr$. This is the matrix element of the shell's spherical density for one spin, as the definition requires.

## 4. From the integral to the PAW energy

The Fock exchange energy is written with the density matrix $D^\sigma(\mathbf r,\mathbf r')=\sum_af_{a\sigma}\psi_{a\sigma}(\mathbf r)\psi_{a\sigma}^*(\mathbf r')$ of each spin $\sigma$:

$$E_x=-\frac12\sum_\sigma\iint\frac{D^\sigma(\mathbf r,\mathbf r')D^\sigma(\mathbf r',\mathbf r)}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .$$

Split $D^\sigma$ into core and valence parts. There are two cross terms, which become equal when $\mathbf r$ and $\mathbf r'$ are exchanged. They cancel the factor ½:

$$E_{cv}=-\sum_\sigma\sum_vf_{v\sigma}\sum_c\iint\frac{\psi_{v\sigma}^*(\mathbf r)\phi_c(\mathbf r)\phi_c^*(\mathbf r')\psi_{v\sigma}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .$$

In PAW the true valence state inside an augmentation sphere is $\psi_{v\sigma}=\sum_i\phi_i\langle p_i|\tilde\psi_{v\sigma}\rangle$, where $\tilde\psi$ is the smooth state and $p_i$ are the projectors. This assumes a complete set of partial waves. Assume also that the core is frozen and that its orbitals vanish outside the sphere. Both pair densities in $E_{cv}$ contain the same core orbital, so both lie in the same sphere. There is no core-valence exchange term between spheres, and no compensation charge is needed. With

$$\rho^\sigma_{ij}=\sum_vf_{v\sigma}\langle\tilde\psi_{v\sigma}|p_i\rangle\langle p_j|\tilde\psi_{v\sigma}\rangle$$

the energy per atom is

$$E_{cv}=-\sum_\sigma\sum_{ij}\rho_{ij}^\sigma X_{ij}.\tag{3}$$

It is linear in $\rho$, so its contribution to the on-site Hamiltonian is the constant matrix $-X_{ij}$, computed once per frozen core. If the core orbitals differ for the two spins, $X$ acquires a spin label.

**Sign.** For any coefficients $a_i$ let $f=\sum_ia_i\phi_i$ and $g_c=\phi_c^*f$. Then

$$\sum_{ij}a_i^*X_{ij}a_j=\sum_c\iint\frac{g_c^*(\mathbf r)g_c(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'\ge0,$$

because the Fourier transform of the Coulomb kernel, $4\pi/q^2$, is positive. For occupations $f_{v\sigma}\ge0$, each valence state adds a non-negative term of this form to $\sum_{ij}\rho^\sigma_{ij}X_{ij}$, so core-valence exchange never raises the energy at fixed orbitals.

The numerical check tests (2) against analytic Gaussian integrals for 18 partial waves, and (3) with random valence density matrices that differ between the spins.

## 5. Titanium with an argon-like core

The core 1s² 2s² 2p⁶ 3s² 3p⁶ is that of Ti⁴⁺, computed by non-relativistic restricted Hartree-Fock in a Gaussian basis. The partial waves are the two lowest empty orbitals for each of $l=0,1,2$. They describe one electron outside the frozen core, that is Ti³⁺. They are not the partial waves of any PAW dataset, so the numbers below illustrate formula (2) and are not values for such a dataset. Relativity, correlation and core relaxation are left out. The numbers belong to one finite basis. In a larger one the levels and their separations shift by a few $10^{-4}$ hartree, and the separation without exchange given below becomes 0.010 instead of 0.011. The kinetic-plus-nuclear and Hartree parts of the 3d level each shift by about $10^{-3}$ hartree, in opposite directions. The Slater integrals and the elements of $X$ shift by up to $10^{-4}$ hartree, and $X_{3d,3d}$ becomes 0.4109. The digits below are kept so that the sums can be followed, and the last ones are not converged.

For 3d, with the weights of section 3 and energies in hartree:

- 1s, 2s and 3s, $k=2$: $\frac15(0.00098+0.10018+0.35337)=0.0909$
- 2p: $\frac25(0.11135)+\frac9{35}(0.06313)=0.0608$
- 3p: $\frac25(0.46585)+\frac9{35}(0.28381)=0.2593$

The sum is $X_{3d,3d}=0.4110$ hartree, or 11.18 eV. The 3p shell supplies 63% of it. For 4s every weight is 1, with $k=0$ for s shells and $k=1$ for p shells:

$$X_{4s,4s}=0.0061+0.0096+0.0228+0.0123+0.0322=0.0830\ \text{hartree}.$$

This is 2.26 eV, a fifth of the 3d value.

**Effect on the levels.** A single valence electron has no net interaction with itself, so its level is the sum of kinetic and nuclear energy, Hartree energy with the core, and $-X$:

$$\varepsilon_{3d}=-17.2084+16.0923-0.4110=-1.5271\ \text{hartree}.$$

The 4s level is $-1.1884$ hartree, so 3d lies 0.339 hartree lower. Removing the exchange term at fixed orbitals gives $-1.1161$ for 3d and $-1.1884+0.0830=-1.1054$ for 4s. The separation shrinks to 0.011 hartree. At these fixed orbitals, nearly all of it comes from the difference of the two exchange terms. This split is a first-order one: if the valence orbitals were allowed to relax without exchange, both levels would move and the remaining separation would change.

**Radial coupling.** The d block has $X_{3d,3d}=0.4110$, $X_{3d,4d}=0.1234$ and $X_{4d,4d}=0.0429$ hartree. The off-diagonal element is nearly three times the second diagonal one, so it cannot be dropped. The sign of such an element follows the phases of the waves, here chosen positive next to the nucleus.

The smallest eigenvalue of the whole matrix is 0.00014 hartree, positive but small. An eigenvalue would be zero if two waves of one channel were proportional wherever the core orbitals are nonzero, since a combination of them would then vanish there. The small value is consistent with waves that are nearly proportional in the core region.

## 6. Where the assumptions give way

**A core that leaks out of the sphere.** Restricting both radial integrals to $r<r_c$ shows how much of $X$ is lost when the integrals are cut at the sphere radius. This measures the truncation alone. It is not the full error of a PAW calculation, where the partial-wave expansion also stops holding outside the sphere. The percentages are relative to the full integrals. They depend on the orbital tails, so their last digit depends on the basis.

| $r_c$ (bohr) | 3p norm outside | loss in $X_{3d,3d}$ | loss in $X_{4s,4s}$ |
|---|---|---|---|
| 2.0 | 2.2% | 2.6% | 6.7% |
| 2.5 | 0.32% | 0.4% | 2.9% |
| 3.0 | 0.03% | 0.05% | 0.6% |

The 4s element suffers more, in relative terms, than the norm of the 3p tail suggests. The norm outside the sphere is therefore not by itself a measure of the error in $X$. If 3s and 3p are treated as valence states instead, their exchange is no longer part of $X$.

**An open core shell.** Remove the $3p_z$ orbital from the core of one spin, with all orbitals held fixed, and use the resulting $X$ for that spin. The sum over $m_c$ is now incomplete, and the kernel is no longer invariant under all rotations. The 3d elements split:

- $xy$ and $x^2-y^2$: 0.3936 hartree
- $xz$ and $yz$: 0.2900 hartree
- $z^2$: 0.2555 hartree

The remaining symmetry about the $z$ axis keeps the pairs equal. It also permits coupling between waves of equal $m$ and equal parity, and the element between 4s and $3d_{z^2}$ is indeed $-0.0091$ hartree. The factor $\delta_{l_il_j}$ of (2) and the independence of $m$ were thus properties of the full shell: here $l$ is no longer conserved, and the diagonal depends on $|m|$. The factor $\delta_{m_im_j}$ survives in this example, because the kernel is still invariant under rotations about the $z$ axis.

The mean of the five 3d elements can be predicted. Summed over all five d orbitals, the exchange with one p orbital is the same for each p orbital, by rotation. The mean must therefore fall by one third of the 3p contribution, $0.2593/3=0.0864$, from 0.4110 to 0.3246. The values above give

$$\frac{2(0.3936)+2(0.2900)+0.2555}5=0.3245\ \text{hartree},$$

which agrees within rounding.

**Spin-orbit splitting in the core.** If the $j=l_c\pm\frac12$ subshells have different radial functions, no common $u_c$ can be taken out of the sum over $m_c$, and (1) does not hold. Formula (2) therefore applies to non-relativistic cores and to scalar-relativistic ones described by a single radial function per shell.

## Calculated quantities

```
Ti4+ core, non-relativistic RHF; energies in hartree (Ha)
basis functions: 102   partial waves with m: 18
total energy of Ti4+: -845.1793 Ha
max error, Legendre triple integral: 4.4e-16
max error, explicit sum over m_c and q: 5.7e-15
max error, X formula vs Gaussian integrals: 5.2e-11 Ha
largest X element between different l or m (Gaussian): 1.5e-17 Ha
smallest eigenvalue of X: 0.00014 Ha
random rho: cross exchange energy -0.263881 Ha, -sum rho X -0.263881 Ha
X(3d,3d): shell, k, (2lc+1)*3j^2, R^k (Ha), product (Ha)
  1s  2  0.200000  0.000977  0.000195
  2s  2  0.200000  0.100176  0.020035
  3s  2  0.200000  0.353367  0.070673
  2p  1  0.400000  0.111353  0.044541
  2p  3  0.257143  0.063130  0.016233
  3p  1  0.400000  0.465851  0.186340
  3p  3  0.257143  0.283808  0.072979
X(4s,4s): shell, k, (2lc+1)*3j^2, R^k (Ha), product (Ha)
  1s  0  1.000000  0.006116  0.006116
  2s  0  1.000000  0.009587  0.009587
  3s  0  1.000000  0.022763  0.022763
  2p  1  1.000000  0.012329  0.012329
  3p  1  1.000000  0.032186  0.032186
X(3d,3d) = 0.41100 Ha
X(3d,4d) = 0.12335 Ha
X(4d,4d) = 0.04285 Ha
X(4s,4s) = 0.08298 Ha
X(4s,5s) = 0.04709 Ha
X(5s,5s) = 0.02703 Ha
X(4p,4p) = 0.06043 Ha
X(4p,5p) = 0.03706 Ha
X(5p,5p) = 0.02291 Ha
X(3d,3d) = 11.184 eV, X(4s,4s) = 2.258 eV
3d electron: kinetic + nuclear = -17.20841 Ha
3d electron: Hartree energy with core = 16.09232 Ha
3d level = -1.52708 Ha; 4s level = -1.18843 Ha
3d level without the exchange term = -1.11608 Ha
sphere radius (bohr), 3p norm outside, X(3d,3d), X(4s,4s) (Ha)
  2.0  0.02213  0.40037  0.07741
  2.5  0.00322  0.40941  0.08059
  3.0  0.00033  0.41080  0.08246
3p_z orbital removed from the core:
  X(3d,3d) for xy, yz, z2, xz, x2-y2 (Ha): 0.39362 0.29003 0.25549 0.29003 0.39362
  X(4s,3d z2) = -0.00913 Ha
```
